\section*{Island Radius for Film Closure from Random Nuclei: Asymptotics and Corrections}

\section{Islands with more than enough area}

Place nuclei at random on a flat substrate, with density $10^{12}\,\mathrm{cm^{-2}}$, and let each grow into a hemisphere of radius $12.1$ nm. The circular footprints then have a summed area $4.6$ times that of the substrate. Yet one percent of the substrate is still bare. On a square lattice of the same density, hemispheres of radius $7.1$ nm would already have closed the film.

The explanation lies in the distance from a substrate point to its nearest nucleus. Random placement leaves some large gaps, while much of the footprint area is spent on places that are already covered.

The model rests on these assumptions:
\begin{itemize}
\item The nuclei are independent and uniformly distributed, with negligible initial size. They all start together, and none are added later.
\item The film grows at the same speed along its local surface normal everywhere. Bare substrate does not grow film by itself.
\item Growth is averaged over deposition cycles and treated as continuous.
\end{itemize}

Let $R$ be the distance the surface has advanced. Each nucleus then produces a half-ball of radius $R$, and the film is the union of these half-balls, also after they meet. A substrate point is covered if at least one nucleus lies within distance $R$. Lengths are in nanometres, so the density is $N=0.01\,\mathrm{nm^{-2}}$.

\section{Coverage in the large-area limit}

Take $n$ nuclei on an area $A=n/N$, with periodic edges so that all points are equivalent. Let $A$ be large enough that a disc of radius $R$ does not overlap its own periodic images. One nucleus falls within $R$ of a chosen point with probability $\pi R^2/A$. All $n$ independent nuclei miss that disc with probability
\begin{equation}
B_n=\left(1-\frac{\pi R^2}{A}\right)^n
=\left(1-\frac{\mu}{n}\right)^n,
\qquad \mu=\pi N R^2 .
\label{eq:finite}
\end{equation}
Here $\mu$ is the summed footprint area per substrate area. Because all points are equivalent, $B_n$ is also the mean bare fraction.

To find the limit and its first correction, expand the logarithm at fixed $\mu$:
\begin{align}
\ln B_n
&=n\ln\left(1-\frac{\mu}{n}\right)
=n\left(-\frac{\mu}{n}-\frac{\mu^2}{2n^2}+O(n^{-3})\right)\nonumber\\
&=-\mu-\frac{\mu^2}{2n}+O(n^{-2}).
\end{align}
Exponentiation gives
\begin{equation}
B_n=e^{-\mu}\left[1-\frac{\mu^2}{2n}+O(n^{-2})\right].
\label{eq:finitecorr}
\end{equation}
For a large substrate the mean coverage is therefore
\begin{equation}
\theta(R)=1-e^{-\pi N R^2}.
\label{eq:coverage}
\end{equation}

Let $\varepsilon=1-\theta$ be the permitted bare fraction and $L=\ln(1/\varepsilon)$. Setting $e^{-\pi N R^2}=\varepsilon$ gives
\begin{equation}
R_\infty=\sqrt{\frac{L}{\pi N}} .
\label{eq:radius}
\end{equation}
For $\varepsilon=0.01$,
\begin{equation}
R_\infty=\sqrt{\frac{4.6052}{\pi(0.01\,\mathrm{nm^{-2}})}}
=12.1\ \mathrm{nm}\quad(229\ \text{bohr}).
\end{equation}

The finite-area correction to this radius follows from solving $(1-\mu/n)^n=\varepsilon$ for $\mu$:
\begin{equation}
\mu=n\left(1-e^{-L/n}\right)
=L-\frac{L^2}{2n}+O(n^{-2}).
\end{equation}
Since $R=\sqrt{\mu/(\pi N)}$ and $\sqrt{1-y}=1-y/2+O(y^2)$,
\begin{equation}
R=R_\infty\left[1-\frac{L}{4n}+O(n^{-2})\right].
\end{equation}
A square of side $1000$ nm with a fixed count of nuclei has $n=0.01\times10^6=10^4$. The relative correction is $4.6052/(4\times10^4)=1.2\times10^{-4}$, or about $0.001$ nm, so the estimate of $12$ nm is unaffected.

The correction belongs to a fixed count. If the count itself fluctuates with a Poisson distribution of mean $m=NA$, averaging Eq.~\eqref{eq:finite} gives
\begin{equation}
\sum_{n=0}^{\infty}e^{-m}\frac{m^n}{n!}
\left(1-\frac{\pi R^2}{A}\right)^n
=e^{-m}e^{m(1-\pi R^2/A)}
=e^{-\pi N R^2},
\end{equation}
and the correction to the mean vanishes. Direct sampling with such fluctuating counts gave a coverage of $0.98988$ at the predicted radius, with standard error $0.00016$. This agrees with $0.99$. Individual finite areas still scatter about the mean.

\section{What the last percent costs}

At small $\mu$, Eq.~\eqref{eq:coverage} becomes
\begin{equation}
\theta=\mu-\frac{\mu^2}{2}+O(\mu^3).
\end{equation}
The first term adds the footprints as if they were separate. The second is the leading loss through overlap of pairs. Using the first term up to $\theta=0.99$ would give
\begin{equation}
R=\sqrt{\frac{0.99}{\pi N}}=5.6\ \mathrm{nm}.
\end{equation}
The true mean coverage at that radius is $1-e^{-0.99}=0.63$. The expansion parameter is then nearly one, so even the second-order formula is poor: it gives $0.99-0.99^2/2=0.50$.

Near closure, Eq.~\eqref{eq:radius} is the useful form. The required radius grows as the square root of a logarithm:
\begin{center}
\begin{tabular}{cc}
Coverage & $R$ (nm)\\
50 percent & 4.7\\
90 percent & 8.6\\
99 percent & 12.1\\
99.9 percent & 14.8
\end{tabular}
\end{center}
Reducing the bare fraction from $10^{-2}$ to $10^{-3}$ multiplies the radius by $\sqrt{3/2}=1.22$. No finite radius makes the mean bare fraction zero on an infinite random substrate, because $e^{-\pi N R^2}$ remains positive.

The density enters as $N^{-1/2}$. Four times as many nuclei halve the 99 percent radius, from $12.1$ to $6.05$ nm; sampling at the higher density gave $6.06$ nm.

\section{An ordered array for comparison}

On a square lattice the spacing is $s=N^{-1/2}=10$ nm. Assign to each nucleus the square cell of points nearest to it. A point in the cell is covered if it lies within $R$ of that nucleus, so the coverage is the area common to disc and cell, divided by $s^2$.

For $s/2<R<s/\sqrt2$, the disc protrudes through the four sides but does not reach the corners. Each protruding piece is a circular segment cut off at distance $s/2$ from the centre. Its area is a sector of half-angle $\arccos(s/2R)$ minus a triangle:
\begin{equation}
S=R^2\arccos\frac{s}{2R}
-\frac{s}{2}\sqrt{R^2-\frac{s^2}{4}} .
\end{equation}
The four segments are disjoint in this range, and hence
\begin{equation}
\theta_{\mathrm{sq}}=\frac{\pi R^2-4S}{s^2}.
\end{equation}
Solving $\theta_{\mathrm{sq}}=0.99$ gives $R=6.58$ nm. Full closure comes when the disc reaches the cell corner, at $R=s/\sqrt2=7.07$ nm.

The random array needs a 99 percent radius $1.84$ times larger. On the lattice no point is farther than $s/\sqrt2$ from a nucleus. In the random array the probability that the nearest nucleus is farther than $r$ is $e^{-\pi N r^2}$, which has no such cutoff. The last percent is governed by this tail.

\section{Mean thickness}

Coverage does not fix the amount of material deposited. Above a point at distance $d<R$ from its nearest nucleus, the film height is $\sqrt{R^2-d^2}$. More distant nuclei give lower surfaces there. The height exceeds $z$, with $0\le z<R$, when $d^2<R^2-z^2$. By the same void probability, this happens on a fraction
\begin{equation}
F(z)=1-e^{-\pi N(R^2-z^2)}
\end{equation}
of the substrate.

The mean of a nonnegative height is the integral of $F(z)$. With $a=\sqrt{\pi N}$ and $t=az$,
\begin{align}
h(R)&=\int_0^R F(z)\,dz
=R-e^{-a^2R^2}\int_0^R e^{a^2z^2}\,dz\nonumber\\
&=R-\frac{D(aR)}{a},
\qquad
D(x)=e^{-x^2}\int_0^x e^{t^2}\,dt .
\label{eq:thickness}
\end{align}
$D$ is the Dawson function. The product rule gives $D'(x)=1-2xD(x)$, so
\begin{equation}
\frac{dh}{dR}=1-D'(aR)=2aR\,D(aR).
\label{eq:growth}
\end{equation}
This derivative is also the exposed film area per substrate area: an advance $dR$ along the normal adds a volume equal to that area times $dR$.

\subsection{Early limit}

Since $D(0)=0$ and $D$ is odd, write $D=x+c_3x^3+c_5x^5+\cdots$. Inserting this in $D'=1-2xD$ gives
\begin{equation}
1+3c_3x^2+5c_5x^4+\cdots
=1-2x^2-2c_3x^4+\cdots ,
\end{equation}
so $c_3=-2/3$ and $c_5=4/15$. Equation~\eqref{eq:thickness} becomes
\begin{align}
h&=\frac23a^2R^3-\frac4{15}a^4R^5+\cdots\nonumber\\
&=\frac{2\pi}{3}NR^3
\left[1-\frac25\pi N R^2+\cdots\right],\\
\frac{dh}{dR}&=2\pi N R^2
\left[1-\frac23\pi N R^2+\cdots\right].
\end{align}
The leading thickness is the number density times the volume of one hemisphere. The leading growth rate is the number density times its curved area. The corrections remove overlap.

At $R=2$ nm, $\pi N R^2=0.126$. The leading growth rate is $0.251$, and the first correction brings it to $0.251(1-0.084)=0.230$. The full formula gives $0.231$. Film is being added at less than a quarter of the rate of a flat, closed film, because little film surface exists. This is the origin of the nucleation delay in the model.

\subsection{Limit near and beyond closure}

For large $x$, the integral in $D$ is dominated by $t$ close to $x$. Put $t=x-u/(2x)$. Then $dt=-du/(2x)$ and $t^2-x^2=-u+u^2/(4x^2)$, which gives
\begin{equation}
D(x)=\frac1{2x}\int_0^{2x^2}
e^{-u}e^{u^2/(4x^2)}\,du .
\end{equation}
Expand the second exponential to first order. On the integration range $y=u^2/(4x^2)\le u/2$, and the remainder satisfies $0\le e^y-1-y\le y^2e^y/2$. Its contribution to the integral is at most
\begin{equation}
\int_0^\infty\frac{u^4}{32x^4}e^{-u/2}\,du
=\frac{24\cdot 2^5}{32x^4}=\frac{24}{x^4}.
\end{equation}
This bound establishes the order of the error, though it is too generous to estimate its size here. Extending the upper limit to infinity in the retained terms costs a polynomial times $e^{-2x^2}$, smaller than any inverse power. With $\int_0^\infty u^2e^{-u}du=2$,
\begin{equation}
D(x)=\frac1{2x}\left[1+\frac1{2x^2}+O(x^{-4})\right].
\end{equation}
The lag behind a film that was flat and closed from the start, and the growth rate, are therefore
\begin{align}
R-h&=\frac1{2\pi N R}
\left[1+\frac1{2\pi N R^2}+O\!\left((\pi N R^2)^{-2}\right)\right],
\label{eq:lag}\\
\frac{dh}{dR}&=1+\frac1{2\pi N R^2}
+O\!\left((\pi N R^2)^{-2}\right).
\label{eq:late}
\end{align}

The leading terms have a geometrical reading. For $d\ll R$, the surface lies below its highest possible level by $R-\sqrt{R^2-d^2}\approx d^2/(2R)$. The nearest-nucleus distance has density $2\pi N d\,e^{-\pi N d^2}$, so its mean square is
\begin{equation}
\langle d^2\rangle=\int_0^\infty d^2\,2\pi N d\,e^{-\pi N d^2}\,\mathrm{d}d
=\frac1{\pi N}.
\end{equation}
The mean lag is thus $1/(2\pi N R)$. The local area factor is $R/\sqrt{R^2-d^2}\approx1+d^2/(2R^2)$, whose mean gives the excess in Eq.~\eqref{eq:late}. Merged caps have more surface than a flat film, so they add more material per cycle.

\section{Reading the delay at 99 percent coverage}

At $R=12.107$ nm, $a=0.17725\,\mathrm{nm^{-1}}$ and $x=aR=2.146$. The Dawson function is $0.2736$, so
\begin{align}
R-h&=\frac{0.2736}{0.17725}\ \mathrm{nm}=1.544\ \mathrm{nm},\\
h&=12.107-1.544=10.563\ \mathrm{nm},\\
\frac{dh}{dR}&=2(2.146)(0.2736)=1.17 .
\end{align}
Sampling of the island heights also gave $10.56$ nm and $1.17$.

The late-stage expansion can be judged against these values. Its leading lag is $1/[2(0.17725)(2.146)]=1.31$ nm, which is $15$ percent below the full model result. The first correction multiplies it by $1+1/(2\times4.605)=1.109$, giving $1.46$ nm and leaving an error of $6$ percent. At 99 percent coverage the asymptotic form is useful but not yet accurate to a few percent.

Take a model radius growth of $0.10$ nm per cycle. Reaching 99 percent coverage then takes about $121$ cycles. The delay in thickness is much shorter, and its value depends on how it is defined:
\begin{itemize}
\item The thickness lag corresponds to $1.54/0.10\approx15$ cycles of flat-film growth.
\item The tangent to the thickness curve, extended back to zero thickness, meets the axis at
\begin{equation}
R_0=R-\frac{h}{dh/dR}
=12.11-\frac{10.56}{1.1745}=3.1\ \mathrm{nm},
\end{equation}
or about $31$ cycles.
\end{itemize}
The second value is larger because the tangent is steeper than that of a flat film. At large $R$, Eqs.~\eqref{eq:lag} and \eqref{eq:late} give
\begin{equation}
R_0\simeq R-\left(R-\frac1{2\pi N R}\right)
\left(1-\frac1{2\pi N R^2}\right)
\simeq\frac1{\pi N R},
\end{equation}
twice the leading lag. Both measures tend to zero as growth continues: in this model the extra area of the rough film eventually makes up the initial deficit. A delay extracted from thickness data should therefore state the range of cycles used. The zero limit relies on all nuclei starting at the first cycle and on the caps keeping their shape. If the nuclei start only after a common waiting time, both measures tend to that waiting time instead, and smoothing of the surface by diffusion lies outside the model.

\section{When the 12 nm estimate changes}

Suppose extra nuclei appear later, in addition to the original $10^{12}\,\mathrm{cm^{-2}}$. They can only add to the covered set, so the original islands need a radius no larger than $12.1$ nm. If instead $10^{12}\,\mathrm{cm^{-2}}$ is the final density and the nuclei start at different times, with positions still independent and uniformly distributed, the younger islands are smaller than the oldest. The oldest must then reach at least $12.1$ nm for the same mean coverage.

Correlated positions also change the result, as the square lattice shows. Unequal lateral and vertical growth speeds separate the footprint radius from the island height. For independent, uniformly placed nuclei, Eq.~\eqref{eq:coverage} still applies to circular footprints of equal radius $R$, but the thickness depends on the island shape. For half-spheroids of height $\kappa R$ every height is multiplied by $\kappa$, so the mean thickness is $\kappa h(R)$; other shapes need their own height profile in $F(z)$. The numerical output gives the sampled values beside the analytical ones.

\section*{Computed values}
\begin{verbatim}
Nucleus density: 1.0e+12 cm^-2
Nucleus density: 0.0100 nm^-2
Target coverage: 0.99
ln(100), summed footprint / substrate area: 4.6052
Radius at 99 percent coverage: 12.107 nm
Same radius: 228.8 bohr
Sampled coverage at that radius: 0.98988
Standard error of sampled coverage: 0.00016
Sampling: 40 boxes, side 1000 nm, 40000 probes per box
Coverage 50.0 percent: R = 4.697 nm, sampled 4.695 nm
Coverage 90.0 percent: R = 8.561 nm, sampled 8.568 nm
Coverage 99.0 percent: R = 12.107 nm, sampled 12.122 nm
Coverage 99.9 percent: R = 14.828 nm, sampled 14.837 nm
No-overlap estimate of radius: 5.614 nm
True coverage at that radius: 0.6284, sampled 0.6289
Radius at 99 percent, density 4e12 cm^-2: 6.054 nm, sampled 6.056 nm
Square lattice spacing: 10.000 nm
Square lattice, 99 percent radius: 6.578 nm, grid 6.577 nm
Square lattice, full closure radius: 7.071 nm
Ratio of random to lattice 99 percent radius: 1.841
a = sqrt(pi N): 0.17725 nm^-1
a R at 99 percent: 2.1460
Dawson function there: 0.2736
Mean thickness at 99 percent: 10.563 nm, sampled 10.562 nm
Thickness lag R - h: 1.544 nm
Growth rate dh/dR at 99 percent: 1.1745, sampled 1.1747
Growth rate dh/dR at R = 2.0 nm: 0.2313, sampled 0.2331
Model radius growth: 0.10 nm per cycle
Cycles to 99 percent coverage: 121.1
\end{verbatim}
